# Probability That an Isolated C49 Line Contains No C54 Nucleus

## Problem

Titanium disilicide, TiSi$_2$, forms first in the C49 structure, which has the higher resistivity, and changes on further annealing to the low-resistivity C54 structure. The change starts at C54 nuclei, which then grow. A narrow, isolated silicide line that receives no nucleus during the anneal stays in the C49 phase along its whole length.

A set of isolated C49 lines, each $L = 5$ µm long, is annealed. By the end of the anneal the nucleation density is $n = 0.2$ per µm of line. What is the probability that a given line has no C54 nucleus? State the assumptions that the answer needs.

The values of $n$ and $L$ are round numbers chosen for the exercise.

## Hints

1. Find the mean number of nucleation events per line. Then ask whether this mean, taken alone, tells you how many lines are empty.

2. Decide how the nuclei are placed. The simplest physical assumption is that what happens in one piece of the line has no influence on what happens in another piece that does not overlap it.

3. Let $P_0(L)$ be the probability that a length $L$ has no nucleus. Extend the line by a short piece $\delta$. What must be true of both parts for the longer line to be empty?

4. In a piece so short that two nuclei in it can be neglected, the probability of one nucleus equals the mean number of nuclei in the piece.

5. C54 grows once it has nucleated. Can growth change the probability that an isolated line has no nucleus at all?

## Full solution

### What the density means

The line is taken to be so narrow that only the position along its length matters. Nucleation is then described by events scattered along the line during the anneal, and $n$ is their expected number per unit length, accumulated by the end of the anneal, in material that is still C49. If C54 has already grown over a place, a later event there has no effect.

This last point does not disturb the present question. In an isolated line no C54 can enter from outside, so the whole line is C49 until its first event, and that first event always produces a nucleus. The line therefore has no nucleus if, and only if, it has had no event. Growth can reduce the number of later nuclei, but it cannot turn a line with a nucleus into a line without one.

Three assumptions are made about the events:

- The density $n$ is the same everywhere and in every line.
- The numbers of events in pieces that do not overlap are independent.
- In a short piece $\delta$, two or more events contribute to the mean number only at an order smaller than $\delta$.

The ends of the line are assumed to add no nucleation sites of their own.

### The mean number of events

The mean number of events in a line is

$$
m = nL = 0.2\ \text{µm}^{-1} \times 5\ \text{µm} = 1 .
$$

This is an average over many lines. It would be 1 if every line had one event, and also if half the lines had two and the other half none. Something must be known about the placement before the empty fraction follows.

A weaker statement does follow from the mean alone. Let $P_k$ be the probability of $k$ events. Since $k \ge 1$ in every term that contributes,

$$
m = \sum_{k\ge 1} k P_k \;\ge\; \sum_{k\ge 1} P_k = 1 - P_0 ,
\qquad\text{so}\qquad P_0 \ge 1 - m .
$$

For $m = 1$ this says $P_0 \ge 0$, which is no information. The assumption of independence has to supply the answer.

### The equation for an empty line

Consider a line of length $L + \delta$. It is empty if the first part, of length $L$, is empty and the added piece, of length $\delta$, is empty too. The two parts are independent, so the probabilities multiply:

$$
P_0(L+\delta) = P_0(L)\,P_0(\delta).
$$

The mean number of events in the short piece is $n\delta$. Because multiple events are negligible there, this mean is also the probability of one event, and

$$
P_0(\delta) = 1 - n\delta + o(\delta),
$$

where $o(\delta)$ stands for terms that vanish faster than $\delta$. Insert this, subtract $P_0(L)$ from both sides and divide by $\delta$:

$$
\frac{P_0(L+\delta) - P_0(L)}{\delta} = -n P_0(L) + \frac{o(\delta)}{\delta}.
$$

In the limit $\delta \to 0$ the last term vanishes and

$$
\frac{dP_0}{dL} = -nP_0 .
$$

The minus sign expresses that a longer line has more chances to nucleate. Dividing by $P_0$ gives $d(\ln P_0)/dL = -n$, and integration from $0$ to $L$ gives $\ln P_0(L) - \ln P_0(0) = -nL$. A line of zero length has no event, so $P_0(0) = 1$ and its logarithm is zero. Hence

$$
P_0(L) = e^{-nL}.
$$

### The number

With $nL = 1$,

$$
P_0 = e^{-1} = 0.368 ,
$$

or 36.8 %. Somewhat more than one line in three is expected to have no C54 nucleus, although there is on average one event per line. The remaining fraction, $1 - 0.368 = 0.632$, has at least one nucleus. That fraction is not yet the fraction of fully converted lines: a line with a nucleus is C54 from end to end only if growth has had time to reach both ends.

The three digits treat $n$ as exact. For $n$ between $0.1995$ and $0.2005$ per µm, $P_0$ already runs from 0.369 to 0.367. From $dP_0/dn = -LP_0$ one finds

$$
\frac{dP_0}{P_0} = -L\,dn = -nL\,\frac{dn}{n},
$$

so at $nL = 1$ a small relative error in $n$ passes to $P_0$ at the same relative size and with the opposite sign. In longer lines it is magnified by the factor $nL$.

### How the other lines are distributed

The same argument gives the probability of $k$ events. A line of length $L+\delta$ has $k \ge 1$ events if the first part has $k$ and the added piece none, or if the first part has $k-1$ and the added piece one:

$$
P_k(L+\delta) = P_k(L)(1-n\delta) + P_{k-1}(L)\,n\delta + o(\delta).
$$

Subtracting $P_k(L)$, dividing by $\delta$ and taking the limit gives

$$
\frac{dP_k}{dL} = -nP_k + nP_{k-1}.
$$

Write $P_k = e^{-nL}q_k$. The derivative of the exponential produces $-nP_k$, which cancels the first term on the right, and what is left is $dq_k/dL = nq_{k-1}$. Here $q_0 = 1$, and $q_k(0) = 0$ for $k\ge1$ because a line of zero length has no events. Integrating once gives $q_1 = nL$, a second time $q_2 = (nL)^2/2$, and after $k$ integrations $q_k = (nL)^k/k!$. This is the Poisson distribution,

$$
P_k = \frac{m^k}{k!}\,e^{-m}, \qquad m = nL .
$$

For $m = 1$ the probability of one event is $P_1 = e^{-1} = 0.368$, equal to $P_0$. Two or more events occur with probability $1 - 0.368 - 0.368 = 0.264$. The lines with several events balance the empty ones, and so the mean stays at 1. A direct count with one million randomly placed points gave 0.2645 for the fraction with two or more, against 0.2642 from the formula.

### Short and long lines

For $nL \ll 1$ the exponential can be expanded, $P_0 \approx 1 - nL$: most lines are empty, and the few that are not have a single event in most cases. At $L = 1$ µm this estimate gives 0.80, while the full formula gives 0.819.

For long lines the empty fraction falls by the same factor with each added length. Doubling $L$ squares $P_0$: a 10 µm line is empty with probability $0.3679^2 = 0.135$. To find the length at which a fraction $f$ of the lines is empty, set $e^{-nL_f} = f$ and take logarithms:

$$
L_f = \frac{1}{n}\ln\frac{1}{f}.
$$

For $f = 0.01$ this is $L_f = \ln(100)/(0.2\ \text{µm}^{-1}) = 23.0$ µm. The mean number of events must therefore rise to about 4.6 before only one line in a hundred is left without a nucleus. At fixed density, a short isolated line is more likely than a long one to remain entirely in the C49 phase.

### When sites have a finite size

The derivation lets $\delta$ go to zero, while real nucleation sites have some extent. Suppose the line consists of cells of length $a$, each of which can hold at most one event, with probability $na$. The $L/a$ cells are independent, so

$$
P_0 = (1-na)^{L/a}.
$$

Take the logarithm and use $\ln(1-x) = -x - x^2/2 - \dots$ with $x = na$:

$$
\ln P_0 = \frac{L}{a}\left(-na - \frac{n^2a^2}{2} - \dots\right)
= -nL - \frac{n^2La}{2} - \dots
$$

Exponentiating, and expanding the small second term,

$$
P_0 \approx e^{-nL}\left(1 - \frac{n^2La}{2}\right).
$$

For $a = 0.1$ µm there are 50 cells, each with probability 0.02, and the correction is $0.2^2\times 5\times 0.1/2 = 0.01$. The empty fraction becomes $0.3679\times0.99 = 0.364$, which is 1 % below the continuous result in relative terms. The product $0.98^{50}$ gives the same 0.364. The correction is small as long as $n^2La \ll 1$ and $na \ll 1$.

In the opposite limit, $a = 1/n = 5$ µm, each cell is certain to hold an event. A line made of one such cell is never empty. For lines with $nL$ of order 1, as here, the exponential law thus needs many possible sites per line, each with a small chance of being used.

## Variation 1: the same mean density, placed differently

**Question.** The mean density is still 0.2 per µm and the lines are still 5 µm long. What is the empty fraction (a) if half the lines have $n = 0.1$ per µm and the other half $n = 0.3$ per µm, and (b) if the nuclei are evenly spaced along the material from which the lines are taken?

**Solution (a).** Within each group the events are random, so the exponential law holds group by group, and the two results are averaged:

$$
P_0 = \tfrac12\left(e^{-0.5} + e^{-1.5}\right) = \tfrac12(0.6065 + 0.2231) = 0.415 .
$$

This exceeds 0.368. To see why, write the two densities as $n - d$ and $n + d$:

$$
\tfrac12\left(e^{-(n-d)L} + e^{-(n+d)L}\right)
= e^{-nL}\,\frac{e^{dL}+e^{-dL}}{2} = e^{-nL}\cosh(dL).
$$

Since $\cosh(dL) > 1$ for any $d \neq 0$, a spread of this kind raises the empty fraction. The poorly nucleating group gains more empty lines than the other group loses. If density varies from line to line, for instance because the lines differ in width, inserting the mean density into the exponential gives too low a value.

**Solution (b).** The spacing is $1/n$, and the start of a line falls at a random place within a gap. If $L < 1/n$, the line is empty when its start lies in the first part of the gap, of length $1/n - L$. This is a fraction

$$
P_0 = \frac{1/n - L}{1/n} = 1 - nL
$$

of the gap. If $L \ge 1/n$, the line cannot fit between two nuclei and $P_0 = 0$. Here $1/n = 5$ µm $= L$, so no line is empty. For $L \le 1/n$, even spacing reaches the lower bound $P_0 \ge 1-m$ found above.

The three arrangements give 0, 0.368 and 0.415 at one and the same mean density. The value 0.368 is therefore a statement about random, independent nucleation at uniform density, and a measured empty fraction far from it would be evidence against one of these assumptions or against the value of $n$.

## Variation 2: a density counted on a long line

**Question.** Suppose that $n$ is not known. Instead, C54 nuclei are counted on one very long continuous line given the same anneal. Nucleation proceeds at a constant rate, and each C54 front advances by $vT = 5$ µm during the anneal, where $v$ is the front speed and $T$ the duration. What density is counted if the true value is $n = 0.2$ per µm, and what happens if the counted density is used for the isolated 5 µm lines?

**Solution.** The event rate per unit length is $I = n/T$. An event at time $t$ gives a nucleus only if its place is still C49. The place has been covered if an event at some earlier time $s$ occurred within the distance $v(t-s)$ on either side. Events that fall on existing C54 may be included in this condition without harm, because the front they would have sent out stays behind the front that had already covered them. The mean number of earlier events able to cover the place is

$$
\mu(t) = \int_0^t I\cdot 2v(t-s)\,ds = 2Iv\,\frac{t^2}{2} = Ivt^2 ,
$$

where the factor 2 counts the two sides. The events are independent in position and time, so the argument for the empty line applies to this region as well, with $\mu$ in place of $nL$. The place is still C49 with probability $e^{-Ivt^2}$. The counted density is the rate multiplied by this probability, summed over the anneal:

$$
n_\text{count} = \int_0^T I\,e^{-Ivt^2}\,dt .
$$

Put $t = Ts$ with $s$ now a pure number from 0 to 1. Then $I\,dt = n\,ds$ and $Ivt^2 = (n/T)\,v\,T^2s^2 = n\,vT\,s^2$, so that

$$
n_\text{count} = n\int_0^1 e^{-n\,vT\,s^2}\,ds .
$$

Here $n\,vT = 0.2\times5 = 1$. Expanding the exponential and integrating term by term gives

$$
\int_0^1 e^{-s^2}ds = 1 - \frac13 + \frac1{10} - \frac1{42} + \frac1{216} - \dots \approx 0.747 ,
$$

and $n_\text{count} = 0.2\times0.747 = 0.149$ per µm. A simulation of nucleation and growth gave the same value to three decimals. About a quarter of the events are lost because they fall on C54. For slow growth, $n\,vT \ll 1$, the first two terms of the expansion give $n_\text{count} \approx n(1 - n\,vT/3)$, so the lost fraction tends to zero as $n\,vT$ does.

Using the counted density for the isolated lines would give $e^{-0.1494\times5} = 0.474$ instead of 0.368, too high by 0.106, or 29 % of the correct value. The simulation with growth in isolated lines found 0.3684 of them without a nucleus. It differs from $e^{-1}$ by 0.0005, which is comparable with the sampling scatter $\sqrt{P_0(1-P_0)/10^6} \approx 0.0005$ for a million independent lines. This confirms that growth leaves the result for isolated lines unchanged.

The word "isolated" matters too. In the simulation, 0.400 of the 5 µm pieces of the continuous line had no nucleus of their own. This is more than 0.368, because a front from a neighbouring piece can cover a place before its event occurs. Such a piece is without a nucleus and may nevertheless be C54. The value also lies below 0.474, which would hold if the surviving nuclei were placed independently at the counted density. They are not, since each nucleus suppresses later ones near it.

If the events are independent and their density is uniform, as assumed in the main solution, the density can be obtained without a growth correction from the isolated lines themselves. Solving $P_0 = e^{-nL}$ for $n$ gives

$$
n = -\frac{\ln P_0}{L},
$$

and the simulated fraction 0.3684 returns $n = 0.9986/(5\ \text{µm}) = 0.200$ per µm. The simulated and calculated values are listed in the numerical output.

## Computed values

```
Nucleation density n: 0.2 per um
Line length L: 5.0 um
Mean number of nuclei per line n L: 1.000
Probability of no nucleus: 0.3679 = 36.8 %
Probability of exactly one nucleus: 0.3679
Probability of two or more nuclei: 0.2642
Probability of at least one nucleus: 0.6321
Number of random points in each simulation: 1000000
Length 1.0 um: empty, formula 0.8187, simulated 0.8187
Length 2.5 um: empty, formula 0.6065, simulated 0.6066
Length 5.0 um: empty, formula 0.3679, simulated 0.3677
Length 10.0 um: empty, formula 0.1353, simulated 0.1351
Simulated fraction with two or more nuclei: 0.2645
Cell length a: 0.1 um
Nucleation probability per cell n a: 0.020
Number of cells in the line: 50
No nucleus, finite-cell product: 0.3642
No nucleus, small-cell expansion: 0.3642
No nucleus, evenly spaced nuclei: 0.0000
No nucleus, half 0.1 and half 0.3 per um, formula: 0.4148
No nucleus, same mixture, simulated: 0.4146
Front travel during anneal v T: 5.0 um
Counted density in long line, formula: 0.1494 per um
Counted density, simulated: 0.1493 per um
Isolated lines without nucleus, growth on, simulated: 0.3684
5 um pieces of long line without nucleus, simulated: 0.3996
Wrong estimate from counted density: 0.4739
Length for empty fraction 0.01: 23.03 um
Simulated empty fraction at that length: 0.0101
```
